# Why Electron Energy Coefficients Are Five-Thirds of the Particle Coefficients

A fluid model of a discharge that solves an energy equation for the electrons needs the rate at which they carry energy from place to place. Suppose that the energy density is moved with the same mobility and diffusivity as the electrons themselves. For Maxwellian electrons with a constant collision frequency, the energy flux at given field, density and temperature then comes out at three-fifths of its proper value, 40% too low. In the helium example worked below, about 10 mW/cm² would replace 16 mW/cm². Where transport matters in the electron energy balance, the error also disturbs the computed temperature profile, by an amount that depends on the other terms in that balance.

## Setting and assumptions

Electrons have charge $-e$ and mass $m$. Field and gradients point along $x$, and $\theta$ is the angle between the velocity and the $x$ axis. Temperature is written as an energy, $\Theta=kT$. The assumptions are:

1. The distribution is nearly isotropic, $f=f_0(x,v)+f_1(x,v)\cos\theta$ with $|f_1|\ll f_0$ for the electrons that carry the fluxes. Fluxes are kept to first order in field and gradients.
2. Collisions with the gas damp $f_1$ at a rate $\nu$ that depends neither on speed nor, the gas being uniform, on position.
3. Field and profiles change slowly compared with $1/\nu$, and there is no magnetic field.
4. $f_0$ is a Maxwellian at the local density $n(x)$ and temperature $\Theta(x)$.

With $\langle v^k\rangle=(4\pi/n)\int_0^\infty v^{k+2}f_0\,dv$, the mean energy is $w=m\langle v^2\rangle/2$ and the energy density is $n_w=nw$. The coefficients are defined by the particle flux $\Gamma$ and the energy flux $Q$:

$$\Gamma=-\mu nE-\frac{d(Dn)}{dx},\qquad Q=-\mu_w n_wE-\frac{d(D_wn_w)}{dx}.$$

The diffusivities stand inside the derivatives. This convention matters as soon as the temperature varies.

**Theorem.** Under assumptions 1 to 4,

$$\mu_w=\tfrac53\,\mu,\qquad D_w=\tfrac53\,D,\qquad \mu=\frac{e}{m\nu},\qquad D=\frac{\Theta}{m\nu}.$$

The mobility relation needs only assumptions 1 to 3 and an $f_0$ that falls off fast enough at high speed.

## Two lemmas

**Lemma 1 (anisotropic part).**

$$f_1=-\frac1\nu\left[v\frac{\partial f_0}{\partial x}-\frac{eE}{m}\frac{\partial f_0}{\partial v}\right].$$

*Proof.* The force is $-eE$, so the Boltzmann equation reads

$$\frac{\partial f}{\partial t}+v\cos\theta\,\frac{\partial f}{\partial x}-\frac{eE}{m}\frac{\partial f}{\partial v_x}=C[f].$$

In polar coordinates

$$\frac{\partial}{\partial v_x}=\cos\theta\,\frac{\partial}{\partial v}+\frac{\sin^2\theta}{v}\frac{\partial}{\partial\cos\theta}.$$

Acting on $f_0$, the gradient and field terms are proportional to $\cos\theta$. Acting on $f_1\cos\theta$, they give $\cos^2\theta$ and $\sin^2\theta$, which are even in $\cos\theta$ and do not enter the $\cos\theta$ component. A second harmonic of $f$ would enter it, but that harmonic is itself of second order in the drive. By assumption 2 the $\cos\theta$ component of $C[f]$ is $-\nu f_1$. By assumption 3, $\partial f_1/\partial t$ is negligible beside $\nu f_1$. Hence

$$v\frac{\partial f_0}{\partial x}-\frac{eE}{m}\frac{\partial f_0}{\partial v}=-\nu f_1,$$

and division by $-\nu$ gives the lemma. ∎

**Lemma 2 (fluxes).**

$$\Gamma=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv,\qquad Q=\frac{4\pi}{3}\int_0^\infty\frac{mv^2}{2}\,v^3f_1\,dv.$$

*Proof.* The particle flux is the integral of $v\cos\theta\,f$ over velocity space, whose volume element is $2\pi v^2\,dv\,d(\cos\theta)$. The term with $f_0$ is odd in $\cos\theta$ and vanishes. The term with $f_1$ contains $\int_{-1}^1\cos^2\theta\,d(\cos\theta)=2/3$, and $2\pi\cdot2/3=4\pi/3$. For $Q$ the integrand carries the extra factor $mv^2/2$. ∎

## Proof of the theorem

**Particle coefficients.** Inserting Lemma 1 in Lemma 2 gives

$$\Gamma=-\frac{4\pi}{3\nu}\frac{d}{dx}\int_0^\infty v^4f_0\,dv+\frac{4\pi eE}{3m\nu}\int_0^\infty v^3\frac{\partial f_0}{\partial v}\,dv.$$

The factor $1/\nu$ could be taken out of the speed integrals and the $x$ derivative because $\nu$ depends on neither variable. The first integral is $n\langle v^2\rangle/4\pi$. In the second, integration by parts gives

$$\int_0^\infty v^3\frac{\partial f_0}{\partial v}dv=\Big[v^3f_0\Big]_0^\infty-3\int_0^\infty v^2f_0\,dv=-\frac{3n}{4\pi}.$$

The boundary term vanishes at $v=0$ through the factor $v^3$, and at infinity through the decay of $f_0$. Therefore

$$\Gamma=-\frac{d}{dx}\left(\frac{\langle v^2\rangle}{3\nu}n\right)-\frac{e}{m\nu}nE,$$

so that $\mu=e/(m\nu)$ and $D=\langle v^2\rangle/(3\nu)$.

**Energy coefficients.** The same substitution in $Q$ gives

$$Q=-\frac{2\pi m}{3\nu}\frac{d}{dx}\int_0^\infty v^6f_0\,dv+\frac{2\pi eE}{3\nu}\int_0^\infty v^5\frac{\partial f_0}{\partial v}\,dv.$$

For the field term, integration by parts now brings down a 5:

$$\int_0^\infty v^5\frac{\partial f_0}{\partial v}dv=-5\int_0^\infty v^4f_0\,dv=-\frac{5n\langle v^2\rangle}{4\pi}.$$

With $\langle v^2\rangle=2w/m$, the field part of $Q$ is

$$-\frac{2\pi eE}{3\nu}\,\frac{5n}{4\pi}\,\frac{2w}{m}=-\frac53\,\frac{e}{m\nu}\,nwE.$$

Thus $\mu_w=\frac53\mu$. The Maxwellian has not been used.

For the gradient term, $\int v^6f_0\,dv=n\langle v^4\rangle/4\pi$, so this part of $Q$ is $-d/dx\,[mn\langle v^4\rangle/(6\nu)]$. The bracket must equal $D_wnw=D_wnm\langle v^2\rangle/2$. Hence

$$D_w=\frac{\langle v^4\rangle}{3\nu\langle v^2\rangle},\qquad \frac{D_w}{D}=\frac{\langle v^4\rangle}{\langle v^2\rangle^2}.$$

**Maxwellian moments.** A Maxwellian satisfies $\partial f_0/\partial v=-(mv/\Theta)f_0$. For $p>0$, evaluate $\int v^p(\partial f_0/\partial v)\,dv$ once with this relation and once by parts. Equating the results gives

$$\int_0^\infty v^{p+1}f_0\,dv=p\,\frac{\Theta}{m}\int_0^\infty v^{p-1}f_0\,dv.\tag{1}$$

The choice $p=3$ yields $\langle v^2\rangle=3\Theta/m$. The choice $p=5$ yields $\langle v^4\rangle=5(\Theta/m)\langle v^2\rangle=15(\Theta/m)^2$. Then $D=\Theta/(m\nu)$ and $D_w/D=15/9=5/3$. ∎

It follows that $D_w/\mu_w=D/\mu=\Theta/e$: the Einstein relation holds for energy as it does for particles.

## Remarks on the meaning

**Why the field gives 5/3.** The field part of $f_1$ is $-u\,\partial f_0/\partial v$, with $u=-eE/(m\nu)$. To first order this is the isotropic distribution shifted rigidly by the velocity $u$, since $f_0(|\mathbf v-\mathbf u|)\approx f_0-u\cos\theta\,\partial f_0/\partial v$. Write each velocity as $\mathbf c+\mathbf u$, with $\mathbf c$ isotropic. The energy flux linear in $u$ is

$$\frac{nm}{2}\left[\langle c^2\rangle u+2\langle c_x^2\rangle u\right]=nwu\left(1+\frac23\right),$$

because $\langle c_x^2\rangle=\langle c^2\rangle/3$. The 1 is energy carried along with the drift. The $\frac23$ is the pressure, $nm\langle c_x^2\rangle=\frac23nw$, multiplied by the drift velocity.

**Why diffusion needs the Maxwellian.** Electrons of speed $v$ diffuse with diffusivity $v^2/(3\nu)$. The particle coefficient averages this over electrons, while the energy coefficient averages it with weight $v^2$, which favours the fast ones. The ratio therefore depends on how widely speeds are spread.

**Corollary (enthalpy and conduction).** Under the assumptions of the theorem,

$$Q=\frac52\Theta\,\Gamma-\frac52\,\frac{n\Theta}{m\nu}\frac{d\Theta}{dx}.$$

*Proof.* With $n_w=\frac32n\Theta$, the theorem gives

$$Q=-\frac52\mu n\Theta E-\frac{5}{2m\nu}\frac{d(n\Theta^2)}{dx}.$$

Split the derivative as $d(n\Theta^2)/dx=\Theta\,d(n\Theta)/dx+n\Theta\,d\Theta/dx$. The first piece joins the field term to form $\frac52\Theta\,[-\mu nE-(1/m\nu)\,d(n\Theta)/dx]=\frac52\Theta\Gamma$. The second piece is the conduction term. ∎

If $D_w$ is moved outside the derivative while $\Gamma$ is left unchanged, the diffusive energy flux becomes $-D_w\,dn_w/dx=-\frac{5\Theta}{2m\nu}\,d(n\Theta)/dx$. The total is then $\frac52\Theta\Gamma$, and heat conduction has been lost entirely.

**A test without the expansion in angle.** The fluxes can also be computed by following electrons from their last collision. Electrons leave collisions isotropically with the local Maxwellian, fly freely for exponentially distributed times of mean $1/\nu$, and are counted at a plane. This uses neither Lemma 1 nor integration by parts. The drives were set so that density, temperature or field energy changed by a fraction $2\times10^{-4}$ of its natural scale over the length $\sqrt{\Theta/m}/\nu$. The ratio $Q/(w\Gamma)$ came out as 1.66667 for a field alone and for a density gradient alone. For a temperature gradient alone it was 3.33333, twice as large because $d(n\Theta^2)$ is then $2\Theta\,d(n\Theta)$. With all three drives acting together and made ten times stronger, the relative deviation of $Q$ from the first-order formula grew by a factor of 100.0, as expected of a correction quadratic in the drive.

## Where the factor changes

**Proposition (speed-dependent collisions).** Let $f_0$ be Maxwellian and $\nu=Cv^{2s}$, so that $\nu$ varies as energy to the power $s$, with $s<5/2$. Then

$$\frac{\mu_w}{\mu}=\frac{D_w}{D}=\frac{5-2s}{3}.$$

*Proof.* Lemmas 1 and 2 still hold, with $\nu(v)$ kept under the integrals. The gradient terms give $D=\frac13\langle v^2/\nu\rangle$ and $D_w=\frac13\langle v^4/\nu\rangle/\langle v^2\rangle$. In the field terms $\partial f_0/\partial v=-(mv/\Theta)f_0$ produces the same integrals multiplied by $e/\Theta$, so $\mu=eD/\Theta$ and $\mu_w=eD_w/\Theta$. Both ratios are therefore

$$\frac{\langle v^{4-2s}\rangle}{\langle v^2\rangle\langle v^{2-2s}\rangle}.$$

Equation (1) with $p=5-2s$, positive by assumption, gives $\langle v^{4-2s}\rangle=(5-2s)(\Theta/m)\langle v^{2-2s}\rangle$. Division by $\langle v^2\rangle=3\Theta/m$ completes the proof. ∎

A constant cross-section means $\nu\propto v$, or $s=\frac12$, and the factor is $4/3$. Fast electrons then collide more often, and their advantage in carrying energy shrinks. For $s=-\frac12$ they collide less often and the factor rises to 2. The formula is a first-order result. As $s$ approaches $5/2$, slow electrons, which then rarely collide, carry more of the particle flux, and the drive must be very weak for the formula to be accurate.

**A different distribution.** Keep $\nu$ constant but take the Druyvesteyn form $f_0\propto\exp(-v^4/b)$, which has fewer fast electrons. The substitution $t=v^4/b$ gives

$$\int_0^\infty v^pe^{-v^4/b}\,dv=\frac{b^{(p+1)/4}}{4}\,\Gamma_{\!f}\!\left(\frac{p+1}{4}\right),$$

where $\Gamma_{\!f}$ is the gamma function. Taking $p=2,4,6$, the powers of $b$ cancel and

$$\frac{D_w}{D}=\frac{\Gamma_{\!f}(7/4)\,\Gamma_{\!f}(3/4)}{\Gamma_{\!f}(5/4)^2}\approx1.371.$$

The mobility ratio remains $5/3$. The two energy coefficients no longer share one factor, and the Einstein relations for particles and energy no longer agree.

## Example: the bulk of a helium discharge

Consider one instant in the bulk of a radio-frequency helium discharge, with rough values: pressure 1 Torr, gas temperature 300 K, $\Theta=3$ eV, $n=10^{10}$ cm⁻³ and a collision rate coefficient of $8\times10^{-8}$ cm³/s. At the point considered, density falls towards $+x$ over a length of 1 cm and temperature over 6 cm. The field, $E=+2$ V/cm, pushes electrons back towards the denser plasma.

The gas density is $3.22\times10^{16}$ cm⁻³, so $\nu=3.22\times10^{16}\times8\times10^{-8}=2.58\times10^9$ s⁻¹. The coefficients follow:

- $\mu=e/(m\nu)=6.83\times10^5$ cm²/Vs and $\mu_w=\frac53\mu=1.14\times10^6$ cm²/Vs.
- $D=\mu\times3\ \text{V}=2.05\times10^6$ cm²/s and $D_w=\frac53D=3.42\times10^6$ cm²/s.

In the particle flux, the slope of $n\Theta$ contributes $1+\frac16$ per cm:

$$\Gamma=-\mu nE+Dn\left(1+\tfrac16\right)\text{cm}^{-1}=(-1.37+2.39)\times10^{16}=1.02\times10^{16}\ \text{cm}^{-2}\text{s}^{-1}.$$

The energy density is $n_w=\frac32\times10^{10}\times3=4.5\times10^{10}$ eV/cm³. In the energy flux the slope of $n\Theta^2$ contributes $1+\frac26$ per cm:

$$Q=-\mu_wn_wE+D_wn_w\left(1+\tfrac26\right)\text{cm}^{-1}=(-1.02+2.05)\times10^{17}\approx1.02\times10^{17}\ \text{eV cm}^{-2}\text{s}^{-1},$$

or about 16 mW/cm². The corollary divides this into an enthalpy part, $\frac52\Theta\Gamma=7.68\times10^{16}$, and a conduction part, $\frac52nD\times0.5\ \text{eV/cm}=2.56\times10^{16}$, both in eV cm⁻² s⁻¹. Placing $D_w$ outside the derivative loses the second part and makes the energy flux 25% too low relative to the correct total. The temperature changes six times more gently than the density, yet conduction carries a quarter of the energy, because drift and diffusion partly cancel in $\Gamma$.

**Comparison with a real discharge.** These inputs are of the usual order for such a plasma, but the profile lengths are round choices. The weakest assumptions concern the collision law and the shape of $f_0$. In helium the collision frequency varies slowly above a few eV and falls at lower energy. A round interpolation, $\nu\propto\sqrt{\varepsilon/(\varepsilon+3\ \text{eV})}$ with $\varepsilon$ the electron energy and the high-energy value held fixed, lowers both ratios to 1.54, about 7% below $5/3$. It raises $\mu$ itself by 27%, a figure that depends on which value of $\nu$ is held fixed and is not an estimate for helium: there the rate coefficient already reaches $8\times10^{-8}$ cm³/s at 4 to 5 eV, and the shift in $\mu$ at $\Theta=3$ eV is much smaller. The ratios do not depend on that choice, because a constant factor in $\nu$ cancels in them. In argon the collision frequency varies much more strongly with energy, and $5/3$ should not be assumed there.

Inelastic collisions deplete the fast tail. A Maxwellian lowered by a constant so that it reaches zero at a rough 20 eV threshold gives $D_w/D=1.58$, about 5% below $5/3$, when its exponent is chosen to keep the mean energy at 4.5 eV (with the exponent left at 3 eV the mean energy drops to 4.3 eV and the ratio is 1.59). A full Druyvesteyn shape would lower it by 18%. The energy flux of the example is more sensitive, because its drift and diffusion parts partly cancel: with the same mean energy and slopes, and these values of $D_w/D$ taken as uniform, $Q$ falls by about 11% in the first case and by about 35% in the second. If the threshold instead stays at 20 eV while the mean energy, 4.5 eV at the point considered, varies along $x$, the ratio varies too and the first figure becomes about 16%. Coulomb collisions cannot be relied on to restore the Maxwellian here: their estimated rate is only about 0.11 of the rate of elastic energy loss to the gas. Nor can the distribution be assumed to be set locally. With elastic losses alone, at the rate $(2m/M)\nu\approx7\times10^5$ s⁻¹ for helium atoms of mass $M$, electrons diffuse about $\sqrt{D/(2m\nu/M)}\approx1.7$ cm before losing their energy. Excitation and ionization of helium by a 3 eV Maxwellian remove energy at a comparable or larger rate and shorten this to roughly 1 cm, still no shorter than the density length. Assumption 4 is thus an input to this example, not a consequence of its numbers.

Two other corrections are smaller, those for finite drive and for the radio frequency. The length $\sqrt{\Theta/m}/\nu$ is 0.028 cm, short compared with both profile lengths. The flight calculation, repeated with the example's field and slopes on smooth profiles, changes each flux by about 1% relative to the first-order result. This is only an estimate of size: both the sign and the exact size depend on how the profiles curve away from the point considered, and the isotropic emission was prescribed. At 13.56 MHz, $\omega/\nu=0.033$. Restoring $\partial f_1/\partial t$ replaces $\nu$ by $\nu+i\omega$ for an oscillating drive, which means a phase lag of about 0.033 rad. In the sheaths, where fields are strong and profiles steep, the expansion in small drive can fail, and the theorem then gives no guidance. The numerical output lists the inputs and the main results of the example.

## Table of computed values

```
TESTS (dimensionless)
flight energy/particle ratio, field: 1.66667
same, density gradient: 1.66667
same, temperature gradient: 3.33333
conduction coefficient from flights: 2.5000
deviation growth for 10x drive: 100.0
D_w/D, Maxwellian, nu ~ energy^-0.5: 2.0000
D_w/D, Maxwellian, nu ~ energy^0.0: 1.6667
D_w/D, Maxwellian, nu ~ energy^0.25: 1.5000
D_w/D, Maxwellian, nu ~ energy^0.5: 1.3333
Druyvesteyn, constant nu: mu_w/mu = 1.6667
Druyvesteyn, constant nu: D_w/D = 1.3708
EXAMPLE INPUTS (rough helium discharge values)
pressure 1.0 Torr, gas temperature 300.0 K
electron temperature 3.0 eV, density 1.0e+10 cm^-3
rate coefficient 8.0e-08 cm^3/s, field 2.0 V/cm
fall lengths: density 1.0 cm, temperature 6.0 cm
EXAMPLE RESULTS
gas density: 3.219e+16 cm^-3
reduced field: 6.21 Td
collision frequency: 2.575e+09 s^-1
thermal speed sqrt(kT/m): 7.264e+07 cm/s
thermal speed / nu: 0.0282 cm
particle mobility: 6.830e+05 cm^2/Vs
energy mobility: 1.138e+06 cm^2/Vs
particle diffusivity: 2.049e+06 cm^2/s
energy diffusivity: 3.415e+06 cm^2/s
energy density: 4.50e+10 eV/cm^3
particle flux, drift: -1.366e+16 cm^-2 s^-1
particle flux, diffusion: 2.391e+16 cm^-2 s^-1
particle flux, total: 1.025e+16 cm^-2 s^-1
energy flux, drift: -1.025e+17 eV cm^-2 s^-1
energy flux, diffusion: 2.049e+17 eV cm^-2 s^-1
energy flux, total: 1.025e+17 eV cm^-2 s^-1
energy flux, total: 16.41 mW/cm^2
enthalpy part: 7.684e+16 eV cm^-2 s^-1
conduction part: 2.561e+16 eV cm^-2 s^-1
total with D_w outside: 7.684e+16 eV cm^-2 s^-1
error of D_w outside: -25.0 %
NEGLECTED EFFECTS
nu falling below about 3.0 eV: D_w/D = 1.544
same model: mu_w/mu = 1.544
same model: mu / constant-nu mu = 1.271
tail emptied above 20.0 eV: D_w/D = 1.589
finite drive, particle flux change: -0.88 %
finite drive, energy flux change: -0.95 %
radio frequency: 13.56 MHz
angular frequency / nu: 0.0331
Coulomb logarithm: 13.6
Coulomb rate / nu: 2.95e-05
Coulomb rate / elastic energy-loss rate: 0.108
```
